# Herring-Vogt Coupling of Acoustic Phonons to Delta and L Valleys: test program

```python
"""Herring-Vogt coupling of acoustic phonons to an ellipsoidal valley.

Result under test: for a displacement A e exp(i q.r) the matrix element in a
Delta or L valley with axis n is i A |q| times
    LA               : Xi_d + Xi_u cos(theta)^2
    TA in (q,n) plane: Xi_u sin(theta) cos(theta)
    other TA         : 0
theta = angle between q and n; Xi_d, Xi_u = deformation potentials defined by
the edge shift Xi_d tr(strain) + Xi_u n.strain.n.
Also tested: the acoustic scattering rate averaged over an energy shell,
    rate = 2 pi kT g(E) Xi_eff^2 / (hbar c_L),
g = density of states per spin and valley, c_L, c_T = elastic moduli rho v^2.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import qmc

rng = np.random.default_rng(7)
identity = np.eye(3)


def unit(vector):
    return np.asarray(vector, float) / np.linalg.norm(vector)


# ---------- symmetry: which linear strain couplings survive ----------
cubic_group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        cubic_group.append(np.diag(signs) @ identity[list(perm)])


def symmetry_residual(axis, inversion_equivalent):
    """Average a random symmetric tensor over the valley group and return the
    group order and the part not of the form a*I + b*nn."""
    axis = np.array(axis, float)
    group = [g for g in cubic_group if np.allclose(g @ axis, axis)
             or (inversion_equivalent and np.allclose(g @ axis, -axis))]
    tensor = rng.normal(size=(3, 3))
    tensor = tensor + tensor.T
    mean = sum(g @ tensor @ g.T for g in group) / len(group)
    n = unit(axis)
    basis = np.array([identity.ravel(), np.outer(n, n).ravel()]).T
    coef = np.linalg.lstsq(basis, mean.ravel(), rcond=None)[0]
    return len(group), np.linalg.norm(mean.ravel() - basis @ coef)


order_delta, res_delta = symmetry_residual([0, 0, 1], False)
order_l, res_l = symmetry_residual([1, 1, 1], True)
order_110, res_110 = symmetry_residual([1, 1, 0], False)
assert res_delta < 1e-12 and res_l < 1e-12 and res_110 > 1e-2
print("Symmetry: valley group order, residual outside I and nn")
print(f"  Delta {order_delta}, {res_delta:.1e}; L {order_l}, {res_l:.1e}")
print(f"  [110] axis (control) {order_110}, {res_110:.2f}")

# ---------- microscopic lattice: strain constants predict phonons ----------
# fcc lattice, length unit = half the cube edge, one orbital per site,
# hopping falls with distance as a power law
bonds = np.array([v for v in itertools.product(range(-2, 3), repeat=3)
                  if sum(v) % 2 == 0 and sum(x * x for x in v) in (2, 4, 6)],
                 float)
bond_length = np.linalg.norm(bonds, axis=1)
shell = np.rint(bond_length**2 / 2).astype(int) - 1
POWER = 3.0


def band_edge(shell_hopping, strain, k):
    """Newton search for the valley minimum of the strained crystal."""
    vectors = bonds @ (identity + strain).T
    hop = np.array(shell_hopping)[shell] * (
        bond_length / np.linalg.norm(vectors, axis=1))**POWER
    for _ in range(25):
        phase = vectors @ k
        gradient = -(hop * np.sin(phase)) @ vectors
        hessian = -(vectors.T * (hop * np.cos(phase))) @ vectors
        k = k - np.linalg.solve(hessian, gradient)
    assert np.linalg.eigvalsh(hessian).min() > 0
    return np.sum(hop * np.cos(vectors @ k)), k


def phonon_element(shell_hopping, k0, q, pol, n_sites, row):
    """Bloch-sum matrix element from k0-q/2 to k0+q/2 of a displaced lattice,
    divided by i A |q|. Sites with equal phase q.r are equivalent, so one row
    of n_sites sites covers a full period."""
    amplitude = 1e-4 / np.linalg.norm(q)
    sites = np.arange(n_sites)[:, None] * row
    ends = sites[:, None, :] + bonds[None, :, :]
    move = 2 * amplitude * (np.cos(ends @ q) - np.cos(sites @ q)[:, None])
    new_length = np.linalg.norm(bonds + move[..., None] * pol, axis=2)
    change = np.array(shell_hopping)[shell] * (
        (bond_length / new_length)**POWER - 1)
    bloch = np.exp(-1j * (sites @ q))[:, None] * np.exp(
        1j * (bonds @ (k0 - q / 2)))
    total = np.sum(bloch * change) / n_sites
    return total / (1j * amplitude * np.linalg.norm(q))


primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
reciprocal = 2 * np.pi * np.linalg.inv(primitive).T
N_SITES = 3000
models = {"Delta": ([1.15, -0.5, 1.0], [0, 0, 1], [0, 0, 2.6]),
          "L": ([-0.6, 1.0, 0.1], [1, 1, 1], [np.pi / 2] * 3)}
print("Lattice models (energies in units of the hopping scale)")
for name, (hopping, axis, start) in models.items():
    n = unit(axis)
    k0 = band_edge(hopping, 0 * identity, np.array(start, float))[1]

    def slope(strain, step=1e-4):
        up = band_edge(hopping, step * strain, k0)[0]
        down = band_edge(hopping, -step * strain, k0)[0]
        return (up - down) / (2 * step)

    uniaxial, isotropic = slope(np.outer(n, n)), slope(identity)
    model_d = (isotropic - uniaxial) / 2
    model_u = uniaxial - model_d
    assert abs(model_u) > 0.1
    worst = 0.0
    for m in [(1, 0, 0), (1, 2, -1), (1, -3, 2), (1, 1, 3)]:
        q = np.array(m) @ reciprocal / N_SITES
        q_hat = unit(q)
        cos_t = q_hat @ n
        sin_t = np.sqrt(1 - cos_t**2)
        if sin_t < 1e-6:
            continue
        in_plane = (n - cos_t * q_hat) / sin_t
        cases = [(q_hat, model_d + model_u * cos_t**2),
                 (in_plane, model_u * sin_t * cos_t),
                 (np.cross(q_hat, in_plane), 0.0)]
        for pol, predicted in cases:
            found = phonon_element(hopping, k0, q, pol, N_SITES, primitive[0])
            worst = max(worst, abs(found - predicted) / abs(model_u))
    assert worst < 1e-3, worst   # remaining error is of order (q a)^2
    print(f"  {name}: Xi_d {model_d:.3f}, Xi_u {model_u:.3f}, "
          f"largest mismatch/|Xi_u| {worst:.1e}")

# ---------- worked example: silicon Delta valley, rough parameters ----------
eV, hbar, m0 = const.e, const.hbar, const.m_e
xi_d, xi_u = 1.0, 9.0                        # eV
mass_l, mass_t = 0.92, 0.19                  # free-electron masses
c11, c12, c44 = 166e9, 64e9, 80e9            # Pa
density = 2330.0                             # kg/m^3
temperature = 300.0                          # K
kT = const.k * temperature
c_l = (3 * c11 + 2 * c12 + 4 * c44) / 5      # direction-averaged moduli
c_t = (c11 - c12 + 3 * c44) / 5
axis_z = np.array([0.0, 0.0, 1.0])
print("Silicon Delta valley, rough input values")
print(f"  Xi_d {xi_d:.1f} eV, Xi_u {xi_u:.1f} eV, T {temperature:.0f} K")
print(f"  m_l {mass_l:.2f} m0, m_t {mass_t:.2f} m0, "
      f"density {density / 1000:.2f} g/cm3")
print(f"  C11 {c11 / 1e9:.0f}, C12 {c12 / 1e9:.0f}, C44 {c44 / 1e9:.0f} GPa")
print(f"  isotropic moduli c_L {c_l / 1e9:.1f} GPa, c_T {c_t / 1e9:.1f} GPa")
print(f"  sound speeds v_L {np.sqrt(c_l / density) / 1e3:.2f} km/s, "
      f"v_T {np.sqrt(c_t / density) / 1e3:.2f} km/s")


def coupling_la(cos_t):
    return xi_d + xi_u * cos_t**2


def coupling_ta(cos_t):
    return xi_u * cos_t * np.sqrt(np.maximum(0, 1 - cos_t**2))


print("Couplings: theta (deg), LA (eV), TA (eV)")
for angle in (0, 30, 45, 60, 90):
    c = np.cos(np.radians(angle))
    print(f"  {angle:2d}  {coupling_la(c):6.2f}  {coupling_ta(c):6.2f}")


def mode_sum(q_hat, a11, a12, a44):
    """Sum over the three elastic modes of (edge shift per A q)^2/(rho v^2),
    from the Christoffel matrix and the strain of each mode (eV^2/Pa)."""
    d = identity
    stiffness = (a12 * np.einsum('ij,kl->ijkl', d, d)
                 + a44 * (np.einsum('ik,jl->ijkl', d, d)
                          + np.einsum('il,jk->ijkl', d, d)))
    for i in range(3):
        stiffness[i, i, i, i] += a11 - a12 - 2 * a44
    christoffel = np.einsum('ijkl,pj,pl->pik', stiffness, q_hat, q_hat)
    moduli, pol = np.linalg.eigh(christoffel)
    strain = 0.5 * (np.einsum('pi,pjs->psij', q_hat, pol)
                    + np.einsum('pj,pis->psij', q_hat, pol))
    shift = (xi_d * np.einsum('psii->ps', strain)
             + xi_u * np.einsum('i,psij,j->ps', axis_z, strain, axis_z))
    return np.sum(shift**2 / moduli, axis=1)


# quasi-random pairs of directions on the sphere of mass-scaled wave vectors
points = qmc.Sobol(4, scramble=True, seed=1).random_base2(15)


def sphere(u, v):
    z = 2 * u - 1
    rho = np.sqrt(1 - z * z)
    return np.array([rho * np.cos(2 * np.pi * v),
                     rho * np.sin(2 * np.pi * v), z]).T


dir_in = sphere(points[:, 0], points[:, 1])
dir_out = sphere(points[:, 2], points[:, 3])
root_mass = np.sqrt(np.array([mass_t, mass_t, mass_l]) * m0)
pair_q = root_mass * (dir_out - dir_in)
pair_hat = pair_q / np.linalg.norm(pair_q, axis=1)[:, None]
iso_formula = (coupling_la(pair_hat[:, 2])**2 / c_l
               + coupling_ta(pair_hat[:, 2])**2 / c_t)
iso_modes = mode_sum(pair_hat, c_l, c_l - 2 * c_t, c_t)
assert np.max(np.abs(iso_modes / iso_formula - 1)) < 1e-8


def angular_moments(ratio):
    """Shell averages of cos^2 and cos^4 for ratio = m_t/m_l below 1."""
    s = np.sqrt(ratio / (1 - ratio))
    t = np.arctan(1 / s)
    second = (1 + s**2) * (1 - s * t)
    fourth = (1 + s**2)**2 * (1 - 1.5 * s * t) + s**2 * (1 + s**2) / 2
    return second, fourth


for ratio in (0.05, mass_t / mass_l, 0.7):
    for order, value in zip((1, 2), angular_moments(ratio)):
        direct = quad(lambda c: (c * c / (c * c + ratio * (1 - c * c)))**order,
                      0, 1)[0]
        assert abs(direct - value) < 1e-7
p2, p4 = angular_moments(mass_t / mass_l)
assert abs(np.mean(pair_hat[:, 2]**2) - p2) < 2e-3
assert abs(np.mean(pair_hat[:, 2]**4) - p4) < 2e-3


def effective_squares(d_value):
    la = d_value**2 + 2 * d_value * xi_u * p2 + xi_u**2 * p4
    ta = (c_l / c_t) * xi_u**2 * (p2 - p4)
    return la, ta


la_part, ta_part = effective_squares(xi_d)
xi_eff = np.sqrt(la_part + ta_part)


def dos(energy):
    """States per energy and volume, one spin, one valley (SI)."""
    mass_factor = np.sqrt(mass_l) * mass_t * m0**1.5
    return mass_factor * np.sqrt(2 * np.maximum(energy, 0)) / (
        2 * np.pi**2 * hbar**3)


def acoustic_rate(energy):
    return 2 * np.pi * kT * dos(energy) * (xi_eff * eV)**2 / (hbar * c_l)


def golden_rule_rate(energy, rho):
    """Shell-averaged rate with quantized phonons and exact energy balance."""
    k_in = np.sqrt(2 * energy) / hbar * root_mass * dir_in
    total = 0.0
    for modulus, coupling in ((c_l, coupling_la), (c_t, coupling_ta)):
        speed = np.sqrt(modulus / rho)
        for sign in (1, -1):             # absorption, emission
            final = np.full(len(k_in), energy)
            for _ in range(40):
                k_out = (np.sqrt(2 * final) / hbar)[:, None] * (
                    root_mass * dir_out)
                q_vec = k_out - k_in
                q_abs = np.linalg.norm(q_vec, axis=1)
                final = energy + sign * hbar * speed * q_abs
            jacobian = 1 - sign * hbar * speed * np.sum(
                q_vec * k_out, axis=1) / (q_abs * 2 * final)
            number = 1 / np.expm1(hbar * speed * q_abs / kT)
            number = number + (sign < 0)
            square = hbar * q_abs / (2 * rho * speed) * (
                coupling(q_vec[:, 2] / q_abs) * eV)**2
            total += np.mean(2 * np.pi / hbar * square * number
                             * dos(final) / np.abs(jacobian))
    return total


rate = acoustic_rate(kT)
slow_ratio = golden_rule_rate(kT, 100 * density) / rate
full_ratio = golden_rule_rate(kT, density) / rate
assert abs(slow_ratio - 1) < 4e-3            # quasi-random sampling error
assert abs(full_ratio - 1) < 0.05            # small phonon-energy correction
print("Energy-shell average at E = kT")
print(f"  kT {kT / eV * 1e3:.2f} meV, <cos^2> {p2:.4f}, <cos^4> {p4:.4f}")
print(f"  LA part {la_part:.1f} eV^2, TA part {ta_part:.1f} eV^2 "
      f"(with factor c_L/c_T = {c_l / c_t:.3f})")
print(f"  TA share of the rate {100 * ta_part / xi_eff**2:.1f} %")
print(f"  Xi_eff {xi_eff:.2f} eV")
print(f"  density of states {dos(kT) * eV * 1e-6:.3e} /(eV cm3)")
print(f"  acoustic rate {rate:.3e} 1/s, time {1e12 / rate:.3f} ps")
print(f"  golden rule/formula, slow sound: {slow_ratio:.4f}")

# ---------- size of what the model leaves out ----------
print("Neglected effects, same example")
print(f"  golden rule/formula, true phonon energies: {full_ratio:.4f}")
real_modes = mode_sum(pair_hat, c11, c12, c44)
direction_ratio = real_modes / iso_formula
print(f"  cubic/isotropic elasticity: rate ratio "
      f"{np.mean(real_modes) / np.mean(iso_formula):.4f}")
print(f"  same, single directions: {direction_ratio.min():.3f} "
      f"to {direction_ratio.max():.3f}")

q_shell = np.linalg.norm(pair_q, axis=1) * np.sqrt(2 * kT) / hbar
q_rms = np.sqrt(np.mean(q_shell**2))
phonon_mev = hbar * np.sqrt(c_l / density) * q_rms / eV * 1e3
print(f"  rms q {q_rms * 1e-9:.3f} 1/nm, LA phonon there {phonon_mev:.2f} meV")
carriers, permittivity = 1e22, 11.7          # 1/m^3, relative (rough)
q_debye2 = carriers * eV**2 / (permittivity * const.epsilon_0 * kT)
screened = (q_shell**2 / (q_shell**2 + q_debye2))**2
loss = 1 - np.mean(screened * iso_formula) / np.mean(iso_formula)
mass_dos = (mass_l * mass_t**2)**(1 / 3) * m0
band_states = 12 * (mass_dos * kT / (2 * np.pi * hbar**2))**1.5
print(f"  at n = {carriers * 1e-6:.0e} cm-3, eps_r {permittivity:.1f}: "
      f"Debye length {1e9 / np.sqrt(q_debye2):.1f} nm")
print(f"  rate loss if fully screened {100 * loss:.2f} %, "
      f"n/Nc {carriers / band_states:.1e}")
next_band = 0.5                              # eV, rough distance
print(f"  kT/(next band at rough {next_band:.1f} eV) "
      f"{kT / eV / next_band:.3f}")

# rough intervalley constants: (eV/cm, phonon meV, number of final valleys)
intervalley = [(1.0e9, 62.0, 1), (2.0e8, 59.0, 4)]


def intervalley_rate(energy):
    total = 0.0
    for field, mev, valleys in intervalley:
        quantum = mev * 1e-3 * eV
        number = 1 / np.expm1(quantum / kT)
        strength = np.pi * (field * 100 * eV)**2 / (density * quantum / hbar)
        total += strength * valleys * (number * dos(energy + quantum)
                                       + (number + 1) * dos(energy - quantum))
    return total


for field, mev, valleys in intervalley:
    print(f"  intervalley input (rough): {field:.0e} eV/cm, {mev:.0f} meV, "
          f"{valleys} final valley(s)")
for energy in (kT, 0.10 * eV):
    print(f"  E {energy / eV * 1e3:.1f} meV: acoustic "
          f"{acoustic_rate(energy):.2e}, intervalley "
          f"{intervalley_rate(energy):.2e} 1/s")
for trial in (0.0, 2.0):
    print(f"  Xi_eff if Xi_d were {trial:.1f} eV: "
          f"{np.sqrt(sum(effective_squares(trial))):.2f} eV")

print("tests ok")
```

It prints:

```
Symmetry: valley group order, residual outside I and nn
  Delta 8, 1.9e-16; L 12, 1.6e-15
  [110] axis (control) 4, 2.40
Lattice models (energies in units of the hopping scale)
  Delta: Xi_d 17.830, Xi_u -6.270, largest mismatch/|Xi_u| 2.1e-05
  L: Xi_d 10.000, Xi_u -12.000, largest mismatch/|Xi_u| 4.3e-06
Silicon Delta valley, rough input values
  Xi_d 1.0 eV, Xi_u 9.0 eV, T 300 K
  m_l 0.92 m0, m_t 0.19 m0, density 2.33 g/cm3
  C11 166, C12 64, C44 80 GPa
  isotropic moduli c_L 189.2 GPa, c_T 68.4 GPa
  sound speeds v_L 9.01 km/s, v_T 5.42 km/s
Couplings: theta (deg), LA (eV), TA (eV)
   0   10.00    0.00
  30    7.75    3.90
  45    5.50    4.50
  60    3.25    3.90
  90    1.00    0.00
Energy-shell average at E = kT
  kT 25.85 meV, <cos^2> 0.5536, <cos^4> 0.4165
  LA part 44.7 eV^2, TA part 30.7 eV^2 (with factor c_L/c_T = 2.766)
  TA share of the rate 40.7 %
  Xi_eff 8.69 eV
  density of states 9.980e+19 /(eV cm3)
  acoustic rate 1.573e+12 1/s, time 0.636 ps
  golden rule/formula, slow sound: 0.9999
Neglected effects, same example
  golden rule/formula, true phonon energies: 0.9916
  cubic/isotropic elasticity: rate ratio 1.1619
  same, single directions: 0.872 to 1.236
  rms q 0.767 1/nm, LA phonon there 4.55 meV
  at n = 1e+16 cm-3, eps_r 11.7: Debye length 40.9 nm
  rate loss if fully screened 0.73 %, n/Nc 3.6e-04
  kT/(next band at rough 0.5 eV) 0.052
  intervalley input (rough): 1e+09 eV/cm, 62 meV, 1 final valley(s)
  intervalley input (rough): 2e+08 eV/cm, 59 meV, 4 final valley(s)
  E 25.9 meV: acoustic 1.57e+12, intervalley 5.01e+11 1/s
  E 100.0 meV: acoustic 3.09e+12, intervalley 4.27e+12 1/s
  Xi_eff if Xi_d were 0.0 eV: 8.03 eV
  Xi_eff if Xi_d were 2.0 eV: 9.40 eV
tests ok
```
